# Bohr energy straggling of fast helium in a silicon film

## Problem

A beam of bare helium ions, each with charge number $Z_1=2$ and kinetic energy 5 MeV, crosses a silicon film of thickness $t=100$ nm. All ions enter with the same energy. They leave with slightly different energies, because each one meets its own random set of electrons.

Treat the $Z_2=14$ electrons of each silicon atom as free and initially at rest, and the collisions as independent. The beam does not run along a crystal channel, so the ions sample the electrons at random.

1. What is the standard deviation $\Omega$ of the energy lost to electrons?
2. Is the distribution of losses Gaussian?
3. How far do the assumptions hold at 5 MeV, and at other energies?

Lengths are in nm and energies in eV, keV or MeV. The symbol $e^2$ stands for the squared elementary charge divided by $4\pi\varepsilon_0$, which is 1.43996 eV nm. The electron mass is $m$, the ion speed $v$, and the number of silicon atoms per volume $n$.

The silicon cell has edge 0.5431 nm and holds eight atoms, so

$$n=\frac{8}{(0.5431\ \text{nm})^3}=49.94\ \text{nm}^{-3}.$$

The number of electrons per film area is

$$N_e=Z_2nt=14\times49.94\times100\approx69916\ \text{nm}^{-2}.$$

## First estimate by scaling

Seen from the ion, an electron arrives with speed $v$. Its path is bent strongly if the Coulomb energy at the distance of approach is comparable with its kinetic energy. This defines a length,

$$\frac{Z_1e^2}{b_0}=mv^2\quad\Longrightarrow\quad b_0=\frac{Z_1e^2}{mv^2}.$$

At 5 MeV the ion speed is 7.10 atomic units. The energy $mv^2$ is then 1.371 keV, and $b_0=2.10$ pm.

A collision at impact parameter $b\sim b_0$ transfers an energy of order $mv^2$. More distant collisions are more numerous but weaker. For $b\gg b_0$ the force is about $Z_1e^2/b^2$ and acts for a time of about $b/v$. The momentum transfer therefore falls as $1/b$ and the energy transfer $T$ as $1/b^2$. The number of electrons between $b$ and $2b$ grows as $b^2$, so their contribution to the variance scales as

$$b^2\times T^2\propto b^2\times b^{-4}=b^{-2}.$$

The close collisions dominate. Their number per ion is of order $N_eb_0^2$, and its random fluctuation is of order the square root. Hence

$$\Omega\sim mv^2\sqrt{N_eb_0^2}=Z_1e^2\sqrt{Z_2nt}.$$

The speed has cancelled: a faster ion makes fewer close collisions, but each costs more. With the numbers of the film,

$$\Omega\sim2\times1.43996\times\sqrt{69916}\ \text{eV}\approx0.76\ \text{keV}.$$

Scaling cannot supply the numerical factor in front. For that the collision must be solved.

## Exact solution of the model

### One collision

The ion is thousands of times heavier than the electron, so it moves uniformly to good accuracy. In its frame the electron comes in with speed $v$, is deflected by an angle $\theta$ and leaves with the same speed $v$. The two momentum vectors have equal length $mv$ and enclose the angle $\theta$. Their difference has the length

$$\Delta p=2mv\sin\frac{\theta}{2}$$

and points along the symmetry axis of the orbit, towards the ion.

The same quantity follows from the force. Let $r$ be the distance from the ion and $\varphi$ the polar angle measured from the direction of closest approach. The attractive force has magnitude $Z_1e^2/r^2$, and its component along the axis is $(Z_1e^2/r^2)\cos\varphi$. Angular momentum conservation gives $r^2\,d\varphi/dt=vb$, so $dt=r^2d\varphi/(vb)$ and the factors $r^2$ cancel:

$$\Delta p=\int\frac{Z_1e^2}{r^2}\cos\varphi\,dt
=\frac{Z_1e^2}{vb}\int_{-\varphi_\infty}^{\varphi_\infty}\cos\varphi\,d\varphi
=\frac{2Z_1e^2}{vb}\sin\varphi_\infty .$$

An undeflected electron would sweep an angle $\pi$ about the ion. Attraction adds $\theta$, so $2\varphi_\infty=\pi+\theta$ and $\sin\varphi_\infty=\cos(\theta/2)$. Equating the two expressions for $\Delta p$ gives

$$\tan\frac{\theta}{2}=\frac{Z_1e^2}{mv^2b}=\frac{b_0}{b}.$$

In the laboratory the electron started at rest, so its final momentum is the momentum change $\Delta p$, which is the same in both frames. Its energy is

$$T=\frac{(\Delta p)^2}{2m}=2mv^2\sin^2\frac{\theta}{2}.$$

From $\sin^2x=\tan^2x/(1+\tan^2x)$ follows

$$T(b)=T_{\max}\frac{b_0^2}{b^2+b_0^2},\qquad T_{\max}=2mv^2 .$$

By energy conservation the ion loses this amount. The largest transfer, in a head-on collision, is 2.742 keV here.

As a test, Newton's equation was integrated numerically for eight impact parameters. The transfers differ from this formula by at most 0.039 %, relative to the formula. The numerical orbits start at a finite distance of 200 bohr, so a small difference is expected.

### From impact parameter to energy transfer

The area belonging to impact parameters between $b$ and $b+db$ is $d\sigma=2\pi b\,db$. Solving $T(b)$ for the impact parameter,

$$b^2=b_0^2\left(\frac{T_{\max}}{T}-1\right),\qquad
2b\,db=-b_0^2T_{\max}\frac{dT}{T^2}.$$

The minus sign says that larger $b$ means smaller $T$. An area is positive, so

$$d\sigma=\pi b_0^2T_{\max}\frac{dT}{T^2}
=\frac{2\pi Z_1^2e^4}{mv^2}\frac{dT}{T^2},\qquad0<T\le T_{\max}.$$

The second moment is now elementary, because $T^2$ cancels the denominator:

$$\int T^2d\sigma=\frac{2\pi Z_1^2e^4}{mv^2}\int_0^{T_{\max}}dT
=\frac{2\pi Z_1^2e^4}{mv^2}\,2mv^2=4\pi Z_1^2e^4 .$$

Equal intervals of $T$ contribute equally. Leaving out all transfers below some $T_c$ lowers the result by the fraction $T_c/T_{\max}$. The integral of $d\sigma$ itself, and that of $T\,d\sigma$, both diverge at small $T$. The number of collisions and the mean loss therefore need a theory that includes the binding or the screening of the electrons, while the variance stays finite in the free-electron model.

### Many collisions

Divide the possible transfers into narrow intervals, with energy $T_i$ and area $\sigma_i$. The number $k_i$ of collisions in interval $i$ is a Poisson variable with mean $\nu_i=N_e\sigma_i$. For one such variable and any number $s$,

$$\left\langle e^{sT_ik_i}\right\rangle
=\sum_{k=0}^{\infty}e^{-\nu_i}\frac{\nu_i^k}{k!}e^{sT_ik}
=\exp\left[\nu_i\left(e^{sT_i}-1\right)\right].$$

The total loss is $\Delta E=\sum_iT_ik_i$. The counts are independent, so the averages multiply and their logarithms add:

$$\ln\left\langle e^{s\Delta E}\right\rangle
=\sum_i\nu_i\left(e^{sT_i}-1\right)
\longrightarrow N_e\int\left(e^{sT}-1\right)d\sigma .$$

For the moment let a small lower cutoff keep the mean finite. The coefficient of $s^2/2!$ on the left is the variance, and that of $s^3/3!$ is the third central moment. Expanding the exponential on the right and then removing the cutoff, which the second and third moments allow, gives

$$\Omega^2=N_e\int T^2d\sigma,\qquad
\left\langle(\Delta E-\langle\Delta E\rangle)^3\right\rangle=N_e\int T^3d\sigma .$$

The first of these is the Bohr result,

$$\boxed{\Omega^2=4\pi Z_1^2e^4Z_2nt}$$

### The number

Insertion gives

$$\Omega^2=4\pi\times2^2\times(1.43996\ \text{eV nm})^2\times69916\ \text{nm}^{-2}
=7.287\ \text{keV}^2,$$

$$\Omega\approx2.70\ \text{keV}\quad(99.2\ \text{hartree}).$$

This is a standard deviation. A Gaussian with this $\Omega$ would have a full width at half maximum of $2\sqrt{2\ln2}\,\Omega=6.36$ keV.

## Comparison of the two

The ratio of the exact model result to the scaling estimate is $\sqrt{4\pi}\approx3.54$, which takes 0.76 keV to 2.70 keV. Scaling found the right dependence on $Z_1$, $Z_2$, $n$ and $t$, and the absence of $v$. It was low for two reasons that can be named. The area of a close collision is better represented by $\pi b_0^2$ than by $b_0^2$, and the energy by $2mv^2$ than by $mv^2$. With both replacements the estimate becomes

$$2mv^2\sqrt{\pi b_0^2N_e}=\sqrt{4\pi}\,Z_1e^2\sqrt{Z_2nt},$$

which is the full result. The agreement does not mean that every close collision transfers $T_{\max}$. At $b=b_0$ the transfer is $T_{\max}/2$. Since equal intervals of $T$ contribute equally, the electrons inside $b_0$ supply half the variance, and the weaker collisions outside supply the other half.

The scaling argument also used the fluctuation of a small number. Define

$$\xi=\frac{2\pi Z_1^2e^4N_e}{mv^2}=2.658\ \text{keV},\qquad \Omega^2=\xi T_{\max}.$$

The mean number of collisions with $b<b_0$ is

$$\pi b_0^2N_e=\frac{\xi}{T_{\max}}=\frac{2.658}{2.742}\approx0.97 .$$

A fraction $e^{-0.97}\approx0.38$ of the ions has no such collision at all. The variance formula remains valid for so few events, but a Gaussian shape is not guaranteed.

## Shape of the loss distribution

The third central moment is

$$N_e\int T^3d\sigma=\xi\int_0^{T_{\max}}T\,dT=\frac{\xi T_{\max}^2}{2}.$$

Dividing by $\Omega^3$ and using $\xi T_{\max}=\Omega^2$ gives the skewness

$$\gamma=\frac{\xi T_{\max}^2}{2\Omega^3}=\frac{T_{\max}}{2\Omega}=0.508 .$$

It is positive: the distribution has its longer tail towards large losses. A random simulation of 30,000 ions, with transfers below $T_{\max}/150$ left out, gave a standard deviation of 2.694 keV and a skewness of 0.542. Both agree with the formulas within the tolerances set for the cutoff and the finite sample, 2.5 % for the deviation and 0.08 for the skewness. In the sample 68.5 % of the ions lie within one $\Omega$ of the mean. This is close to the Gaussian 68.3 %, so that fraction alone does not reveal the asymmetry.

At fixed energy $\Omega$ grows as $\sqrt t$, and $\gamma$ falls as $1/\sqrt t$. In the same model a film of 400 nm would give $\Omega\approx5.4$ keV and $\gamma\approx0.25$. At fixed thickness $\Omega$ does not change with energy, but $T_{\max}$ is proportional to it. For 100 nm, $\gamma$ is about 0.20 at 2 MeV and about 1.0 at 10 MeV. Faster ions thus have a less Gaussian loss distribution.

## When are the electrons free and at rest?

The Hartree-Fock orbital energies of the silicon atom give a binding of about 1.873 keV for a K-shell electron and 0.168 keV for a 2s electron. These values neglect the relaxation of the remaining electrons, which lowers them slightly. At 5 MeV $T_{\max}$ exceeds both. At 2 MeV it is $0.4\times2.742\approx1.10$ keV, less than the K-shell binding. A model that lets K electrons take up energy as free particles at rest is then not justified.

To estimate the correction, treat each volume element of the atom as part of a uniform electron gas with the local density. Atomic units, $\hbar=m=e=1$, are used in this section. The ion is assumed to move in a straight line and to perturb the electrons weakly, which requires a small $Z_1/v$. This ratio is 0.28 at 5 MeV and 0.45 at 2 MeV, so the assumption is rougher at the lower energy. A loss $\omega$ with momentum transfer $\mathbf q$ requires $\omega=\mathbf q\cdot\mathbf v$. With the Coulomb potential $4\pi Z_1/q^2$, first-order perturbation theory gives the event rate

$$\int\frac{d^3q}{(2\pi)^3}\int d\omega\;2\pi\left(\frac{4\pi Z_1}{q^2}\right)^2
S(q,\omega)\,\delta(\omega-\mathbf q\cdot\mathbf v),$$

where $S$ is the spectrum of density excitations per volume. The integral of the delta function over the directions of $\mathbf q$ is $2\pi/(qv)$ for $\omega<qv$, and zero otherwise. Collecting factors, and dividing the rate by $v$ to obtain events per path length, leads to

$$\frac{8\pi Z_1^2}{v^2}\int\frac{dq}{q^3}\int_0^{qv}d\omega\,S(q,\omega).$$

The variance per path length is obtained by inserting $\omega^2$. For $n_e$ electrons per volume, free and at rest, $S=n_e\,\delta(\omega-q^2/2)$. The condition $q^2/2<qv$ limits $q$ to $2v$, and

$$\frac{8\pi Z_1^2n_e}{v^2}\int_0^{2v}\frac{dq}{q^3}\frac{q^4}{4}
=\frac{8\pi Z_1^2n_e}{v^2}\,\frac{(2v)^2}{8}=4\pi Z_1^2n_e .$$

Quantum mechanics thus returns the Bohr value in this limit. This matters, because the classical orbits used earlier are not literally valid at 5 MeV: the reduced wavelength $\hbar/mv=7.5$ pm of the electron is larger than $b_0=2.10$ pm. The results survive because the nonrelativistic Coulomb cross section $d\sigma/dT$ is the same in classical and quantum mechanics. A statement about $b<b_0$ should therefore be read as one about $T>T_{\max}/2$.

For the interacting gas at zero temperature, the fluctuation-dissipation theorem gives $S=(q^2/4\pi^2)\,\mathrm{Im}(-1/\varepsilon)$ with the dielectric function $\varepsilon(q,\omega)$. Dividing by $4\pi Z_1^2n_e=Z_1^2\omega_p^2$, where $\omega_p$ is the plasma frequency, yields the variance relative to Bohr:

$$R=\frac{2}{\pi v^2\omega_p^2}\int\frac{dq}{q}\int_0^{qv}\omega^2\,
\mathrm{Im}\left[-\frac{1}{\varepsilon(q,\omega)}\right]d\omega .$$

The Lindhard form was used for $\varepsilon$, and $R$ was averaged over the electrons of an isolated Hartree-Fock silicon atom (cc-pVTZ basis). For the fixed thickness of 100 nm the results are:

| Ion energy | $R$ | $\Omega$ with this correction alone |
|---|---|---|
| 2 MeV | 0.71 | 2.27 keV |
| 5 MeV | 0.91 | 2.57 keV |
| 10 MeV | 0.99 | 2.69 keV |
| 50 MeV | 1.04 | 2.75 keV |

This correction alone puts the standard deviation about 5 % below the Bohr value at 5 MeV, and about 16 % below at 2 MeV. The last digit of $R$ is uncertain. Larger basis sets leave it unchanged, finer numerical integration moves $R$ by up to 0.002, and spreading the four valence electrons uniformly, as a crude picture of the solid, raises it by up to about 0.007.

The ratio does not approach one from below: it passes one and is larger at 50 MeV. Initial electron motion can produce such an excess. A free electron with momentum $\mathbf p$ takes up $\omega=q^2/2+\mathbf q\cdot\mathbf p$. Averaged over the directions of $\mathbf p$,

$$\langle\omega^2\rangle=\frac{q^4}{4}+\frac{q^2p^2}{3},$$

because the cross term vanishes. The added term is positive. That it accounts for the excess of 4 % is a conjecture, since the gas calculation also contains screening and the exclusion principle. The near agreement at 10 MeV is thus a crossing, not convergence. At a formal, nonrelativistic speed of 100 atomic units the ratio is 1.009, consistent with a return to the Bohr limit.

The estimate leaves out shell structure beyond the local density and bonding in the solid. It also leaves out an effect that need not be small: the electrons are grouped in atoms. An ion that passes close to a nucleus meets several electrons together, while another ion misses them all, so the collisions are not independent. This grouping raises the variance, and at 2 and 5 MeV the increase can be as large as the reduction in the table or larger. The table is therefore not a prediction of the measured width, and even the sign of the total correction is left open here.

## Smaller effects and a rare tail

The same gas model gives a mean loss of 15.1 keV, or 0.30 % of the ion energy. With the valence electrons spread uniformly instead of taken from the isolated atom, it gives 14.7 keV. The film is thin in this sense, and the change of speed inside it is negligible here. A 1 nm rms variation of thickness adds a spread of 0.15 keV. Added in quadrature, it raises $\Omega$ by less than 0.2 %. A variation of 10 nm would add 1.5 keV and raise it to about 3.1 keV.

A helium ion may carry an electron for part of its path. The empirical stripping estimate $Z_{\text{eff}}/Z_1=1-\exp(-v/Z_1^{2/3})$, with $v$ in atomic units, would lower the variance by 2.3 % if the reduced charge acted in every collision. This overstates the screening. The most probable distance of the carried electron from the helium nucleus is about 26 pm, well outside both $b_0$ and the reduced wavelength $\hbar/mv=7.5$ pm, so the hard collisions that dominate the variance feel most of the full charge. A form-factor estimate for elastic scattering puts the variance of a singly charged helium ion about 7 % below that of the bare ion, not the 75 % of a unit point charge. For free electrons at rest, relativity raises the variance by 0.13 % at 5 MeV in first-order perturbation theory, and by about 1.35 % at 50 MeV. The exact Dirac (Mott) cross section for $Z_1=2$ raises these figures to about 0.2 % and 1.5 %. The nonrelativistic table above leaves this out.

Collisions with silicon nuclei can be estimated from the same Rutherford law, with target charge $Z_2$ and a heavy recoiling target. At 5 MeV this is only approximate for backward scattering, where the nuclear force begins to act. If all of them are counted, their variance is 21.8 % of the Bohr variance, which looks too large to ignore. The largest nuclear transfer is 2.18 MeV, however, and the mean number of nuclear transfers above $\Omega$ is $2.7\times10^{-4}$ per ion. Transfers below $\Omega$ contribute 0.027 % of the Bohr variance. The nuclear part is a far tail, and it leaves the width of the main peak practically unchanged. Equal intervals of transfer contribute equally here too, so nine tenths of the nuclear variance comes from transfers above a tenth of the largest one. Only about three ions in a million undergo such a collision. If the Rutherford law held at all angles, a standard deviation taken over all ions, including those scattered backwards that never cross the film, would be $\sqrt{1.218}\times2.70\approx3.0$ keV.

## The film as a real target

Ion-beam analysis of silicon often uses helium of roughly 2 MeV, so 5 MeV is on the high side. At the lower energy neither free electrons at rest nor independent collisions can be taken for granted. The electron-gas correction alone moves $\Omega$ from 2.70 to about 2.3 keV, but the grouping of electrons in atoms acts in the opposite direction. A silicon particle detector has a resolution of roughly 15 keV full width. Combined in quadrature with 6.4 keV, treating both as Gaussian, this gives about 16 keV, so straggling in 100 nm is a modest addition. In a crystal aligned with the beam most ions avoid the dense regions near the atoms, and the random-collision formula does not apply. Nor should it be carried over to common implantation energies of tens to hundreds of keV, where helium is neither fast nor fully stripped.

## Calculated quantities

```
Ion energy: 5.0 MeV
Film thickness: 100 nm
Silicon lattice parameter: 0.5431 nm
Silicon atomic density: 49.94 nm^-3
Electron areal density: 69916 nm^-2
e^2/(4 pi epsilon_0): 1.43996 eV nm
Ion speed: 7.10 atomic units
Collision length b0: 2.10 pm
Largest transfer to an electron: 2.742 keV
Scale xi: 2.658 keV
Bohr variance: 7.287 keV^2
Bohr standard deviation: 2.699 keV
Bohr standard deviation: 99.2 hartree
Gaussian full width: 6.36 keV
Largest orbit-formula deviation: 0.039 %
Orbit second moment / formula: 1.00040
Sampled standard deviation: 2.694 keV
Skewness, formula: 0.508
Skewness, sampled: 0.542
Sampled ions within one Omega: 68.5 %
Hartree-Fock K-shell binding: 1.873 keV
Hartree-Fock 2s binding: 0.168 keV
Electron-gas f-sum / exact value: 1.00000
Variance ratio at formal speed 100 au: 1.009
2 MeV: electron-gas variance / Bohr: 0.710
2 MeV: corrected deviation: 2.27 keV
5 MeV: electron-gas variance / Bohr: 0.906
5 MeV: corrected deviation: 2.57 keV
10 MeV: electron-gas variance / Bohr: 0.994
10 MeV: corrected deviation: 2.69 keV
50 MeV: electron-gas variance / Bohr: 1.040
50 MeV: corrected deviation: 2.75 keV
Mean loss, electron-gas estimate: 15.1 keV
Mean loss / ion energy: 0.30 %
Stripping change of variance: -2.3 %
Relativistic change of variance: 0.13 %
Spread from 1 nm rms thickness: 0.15 keV
Largest nuclear transfer: 2.18 MeV
Full nuclear variance / Bohr: 21.8 %
Mean count of nuclear transfers > Omega: 2.69e-04
Nuclear variance below Omega / Bohr: 0.027 %
```
